# Recoil Energy Spectrum of a Loss-Free Equal-Mass Hard-Sphere Collision Cascade, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one collision to the recoil density

### What a count of direct hits misses

An atom inside a solid is set moving with 1000 eV. How many atoms receive more than 10 eV as a consequence? If we look at the first collision alone, the answer for hard spheres is 0.99. If we follow the first atom through all its collisions but forget that the struck atoms strike others, it is 4.6. When every struck atom is followed too, it is 99. A count of recoils that stops at the primary's direct hits is therefore too low by a factor of about twenty in this case, and the factor depends on the ratio of the primary energy to the threshold.

A second wrong turn is to fix the size of the spectrum by demanding that the initial energies of all struck atoms add up to the energy supplied. They do not: above 10 eV they add up to 4605 eV in this case, without any violation of energy conservation. Both difficulties disappear once the mean number of struck atoms is known as a function of the energy they first receive.

### The quantity and the model

Call the first moving atom the primary, and let its energy be $E$. An atom set in motion by a collision is a recoil, and $T$ is its energy just after it was struck. Define $F(E,T)$ so that

$$
F(E,T)\,dT
$$

is the mean number of recoils with initial energy between $T$ and $T+dT$, summed over the entire cascade. The primary is not a recoil and is not counted. The mean is taken over many cascades, since one cascade contains a whole number of recoils and fluctuates. The unit of $F$ is one over energy.

The model has these assumptions:

- All atoms have the same mass $M$ and scatter as smooth, elastic hard spheres.
- Collisions involve two atoms, and the struck atom is at rest beforehand.
- Atoms are placed at random, so successive impact parameters are independent.
- The medium has no surface through which atoms can leave.
- Nothing is lost to binding or to electrons.

The claim to be derived is

$$
F(E,T)=\frac{E}{T^2}\quad (0<T<E),\qquad F(E,T)=0\quad (T>E).
$$

### One collision

Let $D$ be the distance between centres at contact and $p$ the impact parameter, with $0\le p\le D$. At contact, the line of centres makes an angle $\theta$ with the incoming velocity, and the geometry gives $\sin\theta=p/D$.

The spheres are smooth, so the force acts along the line of centres. The velocity components perpendicular to that line do not change. Along the line we have a one-dimensional elastic collision between equal masses, one of them at rest. If the incoming component is $u$ and the final components are $u_1,u_2$, momentum and energy require

$$
u_1+u_2=u,\qquad u_1^2+u_2^2=u^2 .
$$

Squaring the first equation and subtracting the second gives $2u_1u_2=0$. The solution $u_2=0$ means no collision, so $u_1=0$ and $u_2=u$: the normal component is handed over entirely.

With incoming speed $v$, this component is $v\cos\theta$. The struck atom therefore receives

$$
T=\tfrac12 M v^2\cos^2\theta
 =E(1-\sin^2\theta)
 =E\left(1-\frac{p^2}{D^2}\right).
$$

A uniform stream of atoms fills the disc of area $\pi D^2$ evenly. The fraction of hits with impact parameter in $dp$ is

$$
\frac{2\pi p\,dp}{\pi D^2}=d\!\left(\frac{p^2}{D^2}\right).
$$

So $p^2/D^2$ is uniform between 0 and 1, and so is $1-p^2/D^2=T/E$. The probability of a transfer in $dT$ is

$$
\frac{dT}{E},\qquad 0<T<E .
$$

The limits are sensible. A head-on hit, $p=0$, transfers all of $E$; a grazing hit, $p=D$, transfers nothing. The mean transfer is $E/2$. The atom that arrived leaves with $E-T$, which is also uniform between 0 and $E$. The two energies are not independent of each other, because their sum is $E$.

This uniform law is the only property of the hard spheres used below. The diameter $D$ and the density of atoms determine how far an atom travels before its next collision. They do not determine how the energy is divided there. In an infinite loss-free medium the next collision comes sooner or later, so both quantities drop out of $F$. The cancellation would survive a total cross-section that varied with energy, provided the division remained uniform.

### The primary alone

As a first stage, follow the primary through all its collisions and ignore what its recoils do. Let $P(E,T)$ be the density of recoils it makes directly. Its first collision makes a recoil at $T$ with density $1/E$. It then continues with energy $E'=E-T'$, where $T'$ was the transfer, and $E'$ is uniform on $(0,E)$. Hence, for $E>T$,

$$
P(E,T)=\frac1E+\frac1E\int_T^E P(E',T)\,dE'.
$$

The lower limit is $T$ because an atom with less than $T$ cannot give away $T$. Multiply by $E$ and differentiate with respect to $E$ at fixed $T$. The derivative of the integral is its integrand at the upper limit:

$$
P+E\frac{\partial P}{\partial E}=P
\quad\Longrightarrow\quad
\frac{\partial P}{\partial E}=0 .
$$

As $E$ falls to $T$ from above, the integral vanishes and $P\to1/T$. Therefore

$$
P(E,T)=\frac1T,\qquad 0<T<E.
$$

Above a counting threshold $T_0$ the primary makes

$$
\int_{T_0}^{E}\frac{dT}{T}=\ln\frac{E}{T_0}
$$

direct recoils on average. This is the 4.6 of the opening case. The energy given to them is $\int_{T_0}^E T\,(dT/T)=E-T_0$. As $T_0\to0$ it tends to $E$, as it must for an atom that finally gives away everything it had.

### Both atoms continue

Now let every recoil collide as the primary does. After the first collision there are two moving atoms, with energies $E-T'$ and $T'$. Each starts a cascade of its own in atoms at rest. The mean number of recoils in the two cascades together is the sum of the two means. This addition does not require the energies to be independent; the mean of a sum is the sum of the means even when its terms are correlated. It does require that moving atoms do not hit each other.

Averaging over the first transfer gives

$$
F(E,T)=\frac1E+\frac1E\int_0^E
\left[F(E-T',T)+F(T',T)\right]dT',\qquad E>T.
$$

The term $1/E$ counts the recoil of the first collision itself. The first term in the bracket belongs to the atom that arrived, and the second to the atom that was struck.

In the first integral set $E'=E-T'$. Then $dT'=-dE'$, and the limits $T'=0,E$ become $E'=E,0$. Reversing the limits removes the minus sign:

$$
\int_0^E F(E-T',T)\,dT'=\int_0^E F(E',T)\,dE'.
$$

In the second integral merely rename $T'$ as $E'$. The two integrals are equal, which is where the factor 2 comes from. Since $F(E',T)=0$ for $E'<T$, the lower limit can be raised to $T$:

$$
E\,F(E,T)=1+2\int_T^E F(E',T)\,dE'.
$$

Differentiate with respect to $E$ at fixed $T$:

$$
F+E\frac{\partial F}{\partial E}=2F
\quad\Longrightarrow\quad
\frac{\partial F}{\partial E}=\frac{F}{E}.
$$

This says $\partial(\ln F)/\partial E=1/E$, so $F=c(T)E$, with a factor $c$ that may depend on $T$. To find it, let $E\to T$ from above. The integral again vanishes and leaves $T F=1$, or $F\to1/T$. Thus $c(T)T=1/T$, so $c=1/T^2$, and

$$
\boxed{F(E,T)=\frac{E}{T^2}},\qquad 0<T<E.
$$

Differentiation can discard a constant, so the result should be put back into the undifferentiated equation. Its right side is

$$
1+\frac{2}{T^2}\int_T^E E'\,dE'
=1+\frac{E^2-T^2}{T^2}
=\frac{E^2}{T^2},
$$

which equals $E F$. No assumption $E\gg T$ was needed.

The equation was also marched numerically at $T=10$ eV, from $E=10$ to 1000 eV in steps of 0.02 eV, by the trapezium rule. The largest relative difference from $E/T^2$ was $2.3\times10^{-15}$. The trapezium rule has no discretization error for a straight line, so this test checks the solution and not the convergence of the rule.

### Why the solution is linear in energy

A linear function has the property that the values for two pieces add up to the value for the whole:

$$
\frac{E-T'}{T^2}+\frac{T'}{T^2}=\frac{E}{T^2}.
$$

Splitting the energy would then leave the expected number of later recoils unchanged. But the first collision has also made a recoil at $T$ with density $1/E$, and this gain has to be balanced. The balance comes from pieces with energy below $T$. The linear formula would credit them with $E'/T^2$, whereas they can make no recoil at $T$. For the two pieces together the credit to be withdrawn is

$$
2\,\frac1E\int_0^T\frac{E'}{T^2}\,dE'
=\frac{2}{E T^2}\,\frac{T^2}{2}
=\frac1E .
$$

The recoil made now is paid for by energy that has become useless for making recoils at $T$. This is the content of the integral equation in physical terms.

### A bridge between the two stages

To see how the exponent of $T$ arises, let each recoil continue with probability $q$, independently of its energy, and otherwise stop at once. Stopped recoils are still counted. The integral for the arriving atom keeps its factor 1; that for the struck atom acquires a factor $q$. With $F_q$ for the new density,

$$
E F_q=1+(1+q)\int_T^E F_q(E',T)\,dE'.
$$

Differentiation gives $F_q+E\,\partial F_q/\partial E=(1+q)F_q$, hence $E\,\partial F_q/\partial E=qF_q$. The starting value is still $1/T$, so

$$
F_q(E,T)=\frac1T\left(\frac ET\right)^q .
$$

For $q=0$ this is the primary alone, $1/T$; for $q=1$ it is the full cascade, $E/T^2$. The second power of $1/T$ needs every recoil to continue. Removing a fixed fraction of the recoils changes the exponent, and not merely the prefactor.

### Sorting recoils by earlier collisions

The same result can be built up without a differential equation. Let $F_n$ be the density of recoils made after $n$ earlier collisions on the branch that leads back to the primary. The first collision gives $F_0=1/E$. For $n+1$ earlier collisions, one of them is the primary's first, and $n$ remain on the branch of one of the two pieces:

$$
F_{n+1}(E,T)=\frac2E\int_T^E F_n(E',T)\,dE'.
$$

Write $L=\ln(E/T)$ and $L'=\ln(E'/T)$. The claim is

$$
F_n(E,T)=\frac{(2L)^n}{n!\,E}.
$$

It holds for $n=0$. If it holds for $n$, then $dE'/E'=dL'$ gives

$$
F_{n+1}=\frac2E\int_0^L\frac{(2L')^n}{n!}\,dL'
=\frac2E\,\frac{2^nL^{n+1}}{(n+1)\,n!}
=\frac{(2L)^{n+1}}{(n+1)!\,E},
$$

so it holds for $n+1$ as well. Summing the exponential series,

$$
\sum_{n=0}^{\infty}F_n=\frac{e^{2L}}E=\frac1E\left(\frac ET\right)^2=\frac{E}{T^2}.
$$

Close to threshold, put $E=T(1+\delta)$ with $\delta\ll1$. To first order $F_0=(1-\delta)/T$ and $F_1=2\delta/T$, since $L\simeq\delta$. Their sum, $(1+\delta)/T$, is $E/T^2$, and later collisions enter at order $\delta^2$.

The share of recoils at $T$ that had $n$ earlier collisions on their branch is $F_n/F=e^{-2L}(2L)^n/n!$. This is a Poisson distribution with mean $2\ln(E/T)$. For $E/T=100$ the mean is 9.2: a recoil at one hundredth of the primary energy typically stands at the end of a long chain of collisions. On average, half of these pass the branch to the struck atom; in the other half it stays with the atom that arrived.

The series also shows that there is no second bounded solution. Let $\Delta$ be the difference of two solutions at fixed $T$, and set $G=E\Delta$. The terms 1 cancel, leaving $G(E)=2\int_T^E G(E')\,dE'/E'$. If $|G|\le B$ up to some highest energy, inserting this bound repeatedly gives $|G|\le B(2L)^n/n!$ for every $n$. The right side tends to zero as $n$ grows, so $G=0$.

## Second half: counts, energy balance and a real material

### Symbols and results carried over

The primary has energy $E$, a recoil has energy $T$ just after being struck, and $T_0$ is a counting threshold. In one hard-sphere collision between equal masses, $T$ is uniform on $(0,E)$; the arriving atom keeps $E-T$. The mean density of recoils over the full loss-free cascade is $F(E,T)=E/T^2$ for $0<T<E$. The primary alone would make $1/T$. Recoils with $n$ earlier collisions on their branch have density $(2L)^n/(n!E)$, where $L=\ln(E/T)$.

### Number and summed energy

The mean number of recoils above the threshold is

$$
N(E)=\int_{T_0}^{E}\frac{E}{T^2}\,dT
=E\left(\frac1{T_0}-\frac1E\right)
=\frac E{T_0}-1 .
$$

It vanishes at $E=T_0$, where no transfer can exceed the threshold. For $T_0\to0$ it diverges: a loss-free cascade goes on dividing its energy for ever. A finite number therefore needs a stated threshold.

The initial energies of the same recoils add up to

$$
S(E)=\int_{T_0}^E T\,\frac{E}{T^2}\,dT
=E\ln\frac E{T_0}.
$$

This exceeds $E$ when $E/T_0>e$. A recoil's initial energy includes energy it will later pass to other recoils, whose initial energies are counted again. $S$ is thus a sum over events at different times and not an energy present at one time. For the primary alone the corresponding sum was $E-T_0$, because there the recoils passed nothing on.

For the loss-free hard-sphere cascade we now have the recoil density $E/T^2$, the number of recoils above a threshold, and the sum of their initial energies, which can exceed the energy supplied. It remains to show where the energy is, to test the results by simulation, and to see how binding, a softer collision law and the conditions in a real material change or limit them.
